Thermal stress in a silicon surface during a millisecond anneal

**Problem**

After ion implantation, a silicon wafer is preheated uniformly to 1100 K. A lamp pulse lasting tp = 1 ms then raises its front surface to 1400 K, a surface excess ΔT = 300 K. Take a biaxial modulus M = 180 GPa and an expansion coefficient α = 4×10⁻⁶/K.

(a) Find the stress in the surface layer if the colder silicon beneath prevents any lateral expansion. Compare it with the stresses for clamping along one axis and along all three.

(b) Silicon is a cubic crystal, with roughly C11 = 166, C12 = 64 and C44 = 80 GPa. Find M for (001) and (111) wafers.

(c) The wafer has thickness h = 775 µm, and its thermal diffusivity is roughly D = 0.10 cm²/s. The pulse delivers a constant heat flux. Find the surface stress if the wafer may expand laterally but stays flat.

(d) The wafer has radius a = 150 mm and density ρ = 2330 kg/m³. How much would bending relieve the stress, and is there time for it?

(e) Estimate the effects of high-temperature material properties and of dislocation slip.

**Solution**

**(a) The constrained layer**

Tension is positive, z points into the wafer, and strains are measured from the uniformly preheated state. That state is taken as stress-free, so only the temperature excess matters. Any stress left in the layer by the implantation is ignored here and would add to the thermal stress. For an isotropic elastic solid with Young modulus E and Poisson ratio ν,

ε_xx = [σ_xx − ν(σ_yy + σ_zz)]/E + αΔT,

and similarly for ε_yy. The free surface gives σ_zz = 0, and the lateral constraint gives ε_xx = ε_yy = 0. Subtracting the two in-plane equations gives (1 + ν)(σ_xx − σ_yy)/E = 0, so both stresses equal one value σ. Then

0 = σ(1 − ν)/E + αΔT,

σ = −MαΔT, with M = E/(1 − ν).

The thermal strain is αΔT = 4×10⁻⁶ × 300 = 1.20×10⁻³, hence

σ = −180 GPa × 1.20×10⁻³ = −216 MPa.

The minus sign means compression: the layer tries to expand and is held back.

The boundary conditions fix which modulus enters. A bar clamped along one axis has free sides, so its stress is −EαΔT. With E = 130.4 GPa along a cube axis this is −156.5 MPa. With all three axes clamped, each elastic normal strain is −αΔT, and the stress is −(C11 + 2C12)αΔT = −352.8 MPa. For a positive Poisson ratio, as here, the surface layer lies between these cases: clamping a second axis raises the compression, and freedom to expand along the normal keeps it below the value for three clamped axes.

**(b) Crystal orientation**

Let e = −αΔT be the in-plane elastic strain and e_n the elastic strain along the surface normal. For a (001) wafer,

σ_zz = 2C12 e + C11 e_n = 0, so e_n = −2C12 e/C11,

σ = (C11 + C12)e + C12 e_n = (C11 + C12 − 2C12²/C11)e.

The bracket is M = 230 − 2 × 64²/166 = 180.7 GPa, which agrees with the modulus given.

For a (111) wafer, let n be the unit normal, nn the matrix with elements n_i n_j, and I the unit matrix. The elastic strain splits into a uniform part and a remainder:

e I + (e_n − e)nn = [(2e + e_n)/3] I + (e_n − e)(nn − I/3).

In cube axes every element of nn is 1/3, so nn − I/3 has zero diagonal. The remainder is therefore pure shear, and its stress is 2C44 times its strain. With B = C11 + 2C12 = 294 GPa, the normal and in-plane stresses are

σ_n = B(2e + e_n)/3 + (4/3)C44(e_n − e),

σ = B(2e + e_n)/3 − (2/3)C44(e_n − e).

Setting σ_n = 0 gives e_n = e(4C44 − 2B)/(B + 4C44), and hence e_n − e = −3Be/(B + 4C44). Subtracting σ_n = 0 from the expression for σ leaves

σ = −2C44(e_n − e) = [6C44 B/(B + 4C44)]e.

So M = 6 × 80 × 294/614 = 229.8 GPa, and the stress would be −275.8 MPa. At fixed α and ΔT, changing the wafer orientation raises the compression by about 27% relative to (001).

**(c) A wafer that can expand but stays flat**

Let θ(z,t) be the temperature excess. It obeys ∂θ/∂t = D ∂²θ/∂z², with a constant surface gradient −∂θ/∂z = g. Try

θ = A√t f(u), u = z/(2√(Dt)), f = exp(−u²) − √π u erfc(u).

Differentiation gives f′ = −√π erfc(u) and f″ = 2exp(−u²). Since ∂u/∂t = −u/(2t),

∂θ/∂t = A(f − u f′)/(2√t) = A exp(−u²)/(2√t),

D ∂²θ/∂z² = A f″/(4√t) = A exp(−u²)/(2√t).

The two sides agree. The surface gradient is constant, g = A√π/(2√D), and the excess vanishes at t = 0. At the end of the pulse f(0) = 1 gives A√tp = ΔT. With the diffusion length L = √(D tp) = 100 µm,

g = √π ΔT/(2L).

The back face lies at u = 3.9, where the excess is negligible, so the semi-infinite solution serves for this wafer. A finite-difference integration of the heat equation with this flux gives a surface rise of 299.98 K.

Integrating the heat equation over depth, with no heat leaving the back, gives d(∫θ dz)/dt = Dg. Hence ∫θ dz = D g tp = (√π/2)LΔT, and the mean excess is

θ̄ = (√π/2)(L/h)ΔT = 0.886 × (100/775) × 300 K = 34.3 K.

A flat wafer has the same total lateral strain ε₀ at every depth, so σ(z) = M[ε₀ − αθ(z)]. Away from the rim, zero net lateral force requires ∫σ dz = 0, hence ε₀ = αθ̄. At the surface

σ = −Mα(ΔT − θ̄) = −0.72 MPa/K × 265.7 K = −191.3 MPa.

The relief relative to (a) is 11%. It vanishes as L/h → 0, which is the condition for full constraint by the wafer's own thickness. In the opposite limit of uniform heating, θ = θ̄ everywhere and the stress vanishes.

**(d) Bending**

With equal curvature κ in both lateral directions, the total strain is ε₀ + κ(h/2 − z). The term in κ averages to zero, so force balance still gives ε₀ = αθ̄. Zero bending moment, ∫σ(h/2 − z)dz = 0, gives

κh³/12 = α(h²θ̄/2 − m), m = ∫zθ dz.

To find m, multiply the heat equation by z and integrate by parts. The boundary terms vanish, leaving dm/dt = Dθ(0,t). The surface excess grows as ΔT√(t/tp), so m = (2/3)D tp ΔT = (2/3)L²ΔT. The surface strain is then

αθ̄ + κh/2 = α(4θ̄ − 6m/h²) = α(4θ̄ − 4ΔT L²/h²).

The bracket is 137.2 − 20.0 = 117.2 K. In linear plate theory, complete bending would therefore reduce the stress to −0.72 × (300 − 117.2) = −131.6 MPa.

That theory requires deflections small compared with h. Here κ = 2α × (117.2 − 34.3) K/h = 0.86 m⁻¹, so the centre and rim would differ in height by κa²/2 = 9.6 mm, about 12 times h. A dome that deep must also stretch the mid-plane, which resists the bending. The wafer can avoid most of this stretching by bending into a nearly cylindrical shape, but that relieves the two lateral directions unequally. An equal stress of −131.6 MPa in both directions therefore does not apply to this wafer, even if the temperature profile were held for a long time; it describes a much smaller one.

Time decides whether these reliefs occur. A lateral stretching wave in a thin plate has ε_yy = 0 and σ_zz = 0, so its stiffness is E/(1 − ν²) = M/(1 + ν). With ν = 0.278, the value along a cube axis, its speed is √{M/[(1 + ν)ρ]}, and it crosses the radius in 19.3 µs. Along ⟨110⟩ the plate stiffness is (C11 + C12)/2 + C44 − C12²/C11 = 170 GPa, and the time is 17.5 µs. Lateral expansion can follow the pulse.

For bending, assume the shape w = c(r² − a²/2), whose average over the disc is zero. Its curvature is κ = 2c in every direction. A biaxial strain e stores energy Me² per volume, so the total bending energy is

U = πa² M κ² h³/12 = πa² M h³ c²/3.

The kinetic energy, with ċ = dc/dt, is

K = ½ρh ċ² ∫(r² − a²/2)² 2πr dr = πρh a⁶ċ²/24.

Comparing U with ½kc² and K with ½μċ² gives ω² = k/μ:

ω = √(8M/ρ) h/a² = 856.3 rad/s.

The period is 7.34 ms. Solving the isotropic plate equation with a free rim gives 9.08 ms, so the assumed shape is somewhat too stiff. The in-plane anisotropy of a (001) wafer shortens this to about 8.9 ms.

Heating moves the equilibrium amplitude c_eq, and c̈ + ω²c = ω²c_eq(t). If c_eq grows linearly to c_f at tp, the solution starting from rest is

c = (c_f/tp)[t − sin(ωt)/ω],

as substitution confirms. At the end of the pulse the completed fraction is

c/c_f = 1 − sin(ω tp)/(ω tp) = 0.118.

The actual load is not quite linear: θ̄ grows as t, but m grows as t^(3/2). Integrating the oscillator equation numerically with this load gives 0.127. If the wafer kept this one shape, the additional relief would be 0.127 × (117.2 − 34.3) K = 10.5 K, or 7.6 MPa, leaving −183.7 MPa.

A real wafer does not keep that shape. A laterally uniform thermal moment produces no transverse force on the interior; it is unbalanced at the rim, where bending must start. From there it spreads inward as flexural waves, over a length of order (Bt)^(1/2) with B = h√{M/[12(1 + ν)ρ]}. This is about 4 cm in 1 ms, though shorter waves run ahead and can reach the centre. In linear plate theory the relief is largest in the outer part of the wafer, where it can be much larger than 7.6 MPa. Inertia can even curve the interior the opposite way, which adds to the compression there. The one-shape model shows that the depth of the dome lags far behind the pulse, but −183.7 MPa is not a prediction for any particular place on the wafer, nor for the average over it. Supports, gravity and mid-plane stretching are also ignored. Stretching is not negligible even within the pulse: the one-shape depth, 0.127 × 9.6 mm ≈ 1.2 mm, already exceeds h. The linear picture of where relief occurs is therefore only qualitative for this wafer.

**(e) Hot properties and slip**

At these temperatures α is roughly 4.4×10⁻⁶/K, and M falls by roughly 80×10⁻⁶ of its room-temperature value per kelvin. At 1250 K, midway between bulk and surface, the modulus factor is 1 − 80×10⁻⁶ × 950 = 0.924. With this factor the constrained stress would be

−216 × (4.4/4.0) × 0.924 = −219.5 MPa.

The midpoint suits α, which acts over the whole temperature rise, but the stress depends on the modulus at the surface's own temperature. At 1400 K the factor is 0.912, which gives −216.7 MPa. With either factor, the corrections for expansion and modulus nearly cancel for these rough values.

Silicon slips on {111} planes along ⟨110⟩ directions. Let n be the unit plane normal and s the unit slip direction. For equal in-plane compression |σ| on a (001) wafer, s·n = 0 reduces the resolved shear stress to |σ|s_z n_z. Here |n_z| = 1/√3, and |s_z| is 0 or 1/√2. The largest factor is 1/√6 = 0.408. It occurs on 8 of the 12 systems, because two of the three directions in each plane have a z component. The shear stress is 0.408 × 216 = 88.2 MPa.

Take a rough dislocation speed, proportional to stress, of

v = 10⁴ m/s × (τ/1 MPa) exp(−2.20 eV/k_BT).

At 1400 K this gives 10.6 mm/s, or d = 10.6 µm of glide in 1 ms. If N mobile dislocations per area, with Burgers vector length b = 0.384 nm, each advance by d, the total shear is γ = Nbd. Shared equally among the 8 systems, it gives a normal strain 0.408γ. Slip conserves volume, so each in-plane strain has half this size and is compressive. Relieving a tenth of the thermal strain requires

N = 1.20×10⁻⁴/(0.204 b d) ≈ 1.4×10⁷ cm⁻².

Using the peak temperature and full stress throughout overestimates the glide, and so underestimates N for this speed law. The law itself describes undoped silicon at lower temperatures and stresses and is extrapolated here. Heavy n-type doping, as in many implanted layers, speeds glide and would lower N. Device wafers start with far fewer dislocations, which supports the elastic treatment. The estimate omits multiplication, however, and an implanted layer may contain many dislocation loops. It does not show that such a layer, or a damaged wafer edge, is free of slip.

**Comparison with a real anneal**

The dimensions are those of a standard 300 mm wafer, and the pulse time and preheating are typical of flash-lamp annealing; real temperature jumps can exceed 300 K. One assumption such a wafer breaks is complete lateral constraint. With M and α held fixed, lateral expansion moves the result from −216 to about −191 MPa. Bending then changes it by an amount that depends on position. Linear plate theory puts the largest relief in the outer part of the wafer, but the deflection already exceeds the thickness, so this and the remarks on bending below are qualitative. For the same surface excess, a longer pulse lets heat penetrate deeper, which weakens the constraint even in a wafer that stays flat. It also gives the wafer more time to bend, but the effect of bending on the surface stress need not grow steadily with pulse length. At the centre, where bending can add compression, the total stress need not fall steadily either. The numerical output lists most of the values used here.

Computed results

```
Biaxial modulus M: 180.0 GPa
Expansion coefficient: 4.0 1e-6/K
Surface minus bulk temperature: 300.0 K
Thermal strain: 1.20e-03
Constrained surface stress: -216.0 MPa
Elastic constant C11 (rough): 166.0 GPa
Elastic constant C12 (rough): 64.0 GPa
Elastic constant C44 (rough): 80.0 GPa
Poisson ratio along cube axes: 0.278
Young modulus along cube axis: 130.4 GPa
Biaxial modulus, (001) wafer: 180.7 GPa
Biaxial modulus, (111) wafer: 229.8 GPa
Stress, (111) wafer: -275.8 MPa
Stress, bar clamped on one axis: -156.5 MPa
Stress, clamped on all axes: -352.8 MPa
Bulk temperature: 1100.0 K
Peak surface temperature: 1400.0 K
Pulse time: 1.0 ms
Thermal diffusivity (rough): 0.10 cm2/s
Wafer thickness: 775.0 um
Wafer radius: 150.0 mm
Mass density: 2330.0 kg/m3
Diffusion length sqrt(Dt): 100.0 um
Surface rise from heat equation: 299.98 K
Mean temperature rise: 34.3 K
Surface stress, flat free wafer: -191.3 MPa
Relief with complete bending: 117.2 K
Surface stress, complete bending: -131.6 MPa
Lateral sound travel time: 19.3 us
Bending angular frequency: 856.3 rad/s
Bending period, energy estimate: 7.34 ms
Bending period, free disc: 9.08 ms
Bending fraction, linear load: 0.118
Bending fraction, full load: 0.127
Surface stress, partly bent: -183.7 MPa
Hot expansion (rough): 4.4 1e-6/K
Modulus loss (rough): 80.0 1e-6/K
Hot modulus / room modulus: 0.924
Constrained stress, hot values: -219.5 MPa
Largest Schmid factor: 0.408
Number of loaded slip systems: 8
Resolved shear stress: 88.2 MPa
Burgers vector length: 0.384 nm
Glide prefactor at 1 MPa (rough): 1.0e+04 m/s
Glide activation energy (rough): 2.20 eV
Dislocation speed at peak: 10.6 mm/s
Glide distance in pulse: 10.6 um
Mobile density for 10% relief: 1.4e+07 cm^-2
```
